# Bond currents and Kirchhoff's law in a tight-binding channel

## A current that runs backwards

A graphene ribbon 1.48 nm wide, with one orbital missing, carries an electron flow of 649 nA from left to right under a bias of 10 mV. Near the missing orbital there is a bond on which 95 nA runs from right to left. At the atom where that flow arrives, another bond brings in 92 nA and a third takes away 187 nA. The three add up to zero. To explain these numbers we need a definition of the current on one bond, a reason why the sum vanishes, and a reason for the reversed sign.

## Setting and conventions

The channel has one orthonormal orbital per site. Its one-body Hamiltonian is

$$\hat H=\sum_{kl}H_{kl}\,c_k^\dagger c_l,\qquad H_{kl}=H_{lk}^* .$$

The algebra uses atomic units, $\hbar=e=1$. For each spin, the density matrix is

$$\rho_{ij}=\langle c_j^\dagger c_i\rangle ,\qquad \rho_{ij}^*=\rho_{ji},\qquad n_i=\rho_{ii}.$$

Note the order of the indices: $\rho_{ij}$ contains the creator of site $j$. I write $J_{i\leftarrow j}$ for the number of electrons per unit time entering $i$ from $j$. The electric current has the opposite sign, because the electron charge is negative. All currents quoted in nA are magnitudes of charge flow, with the direction given for the electrons.

## The equation of motion

An operator $O$ without explicit time dependence obeys $d\langle O\rangle/dt=i\langle[\hat H,O]\rangle$. We need the commutator of two bilinears. Moving $c_l$ past $c_j^\dagger$ with $c_lc_j^\dagger=\delta_{lj}-c_j^\dagger c_l$ gives

$$c_k^\dagger c_l\,c_j^\dagger c_i=\delta_{lj}c_k^\dagger c_i-c_k^\dagger c_j^\dagger c_lc_i .$$

The product in the other order is

$$c_j^\dagger c_i\,c_k^\dagger c_l=\delta_{ik}c_j^\dagger c_l-c_j^\dagger c_k^\dagger c_ic_l .$$

The two four-operator terms are equal, since exchanging both the creators and the annihilators gives two minus signs. They cancel in the difference:

$$[c_k^\dagger c_l,\,c_j^\dagger c_i]=\delta_{lj}c_k^\dagger c_i-\delta_{ik}c_j^\dagger c_l .$$

Multiplying by $iH_{kl}$, summing and taking the average, we find

$$\frac{d\rho_{ij}}{dt}=i\sum_k\rho_{ik}H_{kj}-i\sum_lH_{il}\rho_{lj}=-i[H,\rho]_{ij}.$$

## From the diagonal to the bonds

Set $j=i$ and rename the summation index:

$$\frac{dn_i}{dt}=-i\sum_j\left(H_{ij}\rho_{ji}-\rho_{ij}H_{ji}\right).$$

Because $H$ and $\rho$ are Hermitian, the second product is the complex conjugate of the first. For any complex $z$, $-i(z-z^*)=2\,\mathrm{Im}\,z$. Therefore

$$\frac{dn_i}{dt}=\sum_jJ_{i\leftarrow j},\qquad J_{i\leftarrow j}=2\,\mathrm{Im}(H_{ij}\rho_{ji}).$$

In ordinary units the right side is divided by $\hbar$. The term $j=i$ is zero because $H_{ii}$ and $\rho_{ii}$ are real, so a site energy drives no flow by itself. Exchanging the sites conjugates the product, hence $J_{j\leftarrow i}=-J_{i\leftarrow j}$: what leaves one end of a bond arrives at the other.

A plane wave on a chain checks the sign. Let the spacing be $d$, the hopping $H_{ij}=-t$ and the amplitude $\psi_m=\psi_0e^{ikmd}$. With $i=m+1$ and $j=m$, $\rho_{ji}=\psi_j\psi_i^*=|\psi_0|^2e^{-ikd}$, so

$$J_{i\leftarrow j}=2t|\psi_0|^2\sin kd .$$

The band $E=-2t\cos kd$ has velocity $v=2td\sin kd$. The bond flow is thus $v|\psi_0|^2/d$, velocity times density per length, and it points to the right when $v>0$.

**Interactions.** A repulsion $\sum_{i<j}V_{ij}n_in_j$ commutes with every $n_i$. It leaves the site balance unchanged when the true $\rho$ is used, although the equation for the whole of $\rho$ no longer closes. In a mean-field treatment, exchange adds $F_{ij}=-V_{ij}\rho_{ij}$ to the hopping. Then $F_{ij}\rho_{ji}=-V_{ij}|\rho_{ij}|^2$ is real, so exchange built from the same $\rho$ adds no direct term to the bond flow.

The balance was tested on four sites with a random complex $H$ and a random many-electron state, evolved with and without such a repulsion. The largest difference between $dn_i/dt$ and the bond sum was $1.1\times10^{-8}$ atomic units.

## Why this division among bonds

Continuity fixes the sum at each site, not each term. One could add the same flow to every bond around a closed loop: each site on the loop would gain and lose equally. A further property is needed to select the pairwise formula.

Give one bond a phase, $H_{ij}\to H_{ij}e^{i\theta}$ and $H_{ji}\to H_{ji}e^{-i\theta}$, and hold $\rho$ fixed. Since $\langle\hat H\rangle=\sum_{kl}H_{kl}\rho_{lk}$,

$$\left.\frac{\partial\langle\hat H\rangle}{\partial\theta}\right|_{\theta=0}=i\left(H_{ij}\rho_{ji}-H_{ji}\rho_{ij}\right)=-J_{i\leftarrow j}.$$

A vector potential along the bond enters through just such a phase. The pairwise flow is therefore the one that couples to the field on that bond, and an added loop current would spoil this relation.

For a state with a fixed set of filled, nondegenerate levels, the first-order change of the orbitals does not change the energy. The derivative of the total energy then also equals $-J_{i\leftarrow j}$. On a six-site cluster with random complex hoppings and three filled levels, the two sides agreed on every bond to $1.7\times10^{-10}$ atomic units.

## The steady state with contacts

In a steady state $dn_i/dt=0$. If all bonds of site $i$ lie inside the channel, Kirchhoff's law follows:

$$\sum_jJ_{i\leftarrow j}=0 .$$

A site joined to a contact also has bonds that leave the channel. To include them, assume noninteracting contacts, left and right, each with its own occupation $f_L(E)$ or $f_R(E)$, and no bound state decoupled from both. At energy $E$,

$$G=(E-H-\Sigma)^{-1},\quad \Sigma=\Sigma_L+\Sigma_R,\quad \Gamma_{L,R}=i(\Sigma_{L,R}-\Sigma_{L,R}^\dagger),$$

$$\Sigma_{\rm in}=f_L\Gamma_L+f_R\Gamma_R,\qquad N=G\Sigma_{\rm in}G^\dagger,\qquad \rho=\int\frac{dE}{2\pi}N .$$

The definition of $G$ gives $(E-H)G=1+\Sigma G$, and its adjoint is $G^\dagger(E-H)=1+G^\dagger\Sigma^\dagger$. Multiply $N$ from each side:

$$(E-H)N=\Sigma_{\rm in}G^\dagger+\Sigma N\equiv X,$$

$$N(E-H)=G\Sigma_{\rm in}+N\Sigma^\dagger=X^\dagger .$$

Subtracting removes $E$ and leaves $-(HN-NH)=X-X^\dagger$. The diagonal element of $HN-NH$ is $2i\sum_j\mathrm{Im}(H_{ij}N_{ji})$, and that of $X-X^\dagger$ is $2i\,\mathrm{Im}X_{ii}$. Dividing by $i$,

$$\sum_j2\,\mathrm{Im}(H_{ij}N_{ji})+S_i=0,\qquad S_i=2\,\mathrm{Im}\left[\Sigma N+\Sigma_{\rm in}G^\dagger\right]_{ii}.$$

Here $S_i$ is the injection from the contacts per unit of $E/2\pi$. If site $i$ has no contact link, row $i$ of $\Sigma$ and of $\Sigma_{\rm in}$ is zero, and so is $S_i$. The balance holds at each energy separately, so a coarse energy integration can spoil the size of the current without spoiling its conservation.

## The same current through every cut

Cut the channel so that all left-contact sites lie on one side and all right-contact sites on the other. Sum the balance over the left side. Bonds within it cancel by antisymmetry, and the flow through the cut equals the total left injection,

$$S_L=2\,\mathrm{Im}\,\mathrm{Tr}\left[\Sigma_LN+f_L\Gamma_LG^\dagger\right].$$

Since $\Sigma_L-\Sigma_L^\dagger=-i\Gamma_L$ and $N$ is Hermitian, the first term is $-\mathrm{Tr}(\Gamma_LN)$: electrons returning to the contact. The second is $f_L\mathrm{Tr}(\Gamma_LA)$ with $A=i(G-G^\dagger)$. Now

$$G-G^\dagger=G\left[(G^\dagger)^{-1}-G^{-1}\right]G^\dagger=G(\Sigma-\Sigma^\dagger)G^\dagger,$$

so $A=G(\Gamma_L+\Gamma_R)G^\dagger$. Insert $A$ and $N$. The terms with two factors $\Gamma_L$ cancel, and

$$S_L=(f_L-f_R)\,T(E),\qquad T=\mathrm{Tr}(\Gamma_LG\Gamma_RG^\dagger).$$

Integrating over $dE/2\pi$, counting two equivalent spins and restoring units gives the Landauer current

$$I=\frac{2e}{h}\int T(E)\,[f_L(E)-f_R(E)]\,dE .$$

If $f_L=f_R=f$, then $N=fA$. For real hoppings in the channel and the contacts, $G$ is a symmetric matrix, $A=-2\,\mathrm{Im}\,G$ is real, and every bond flow is zero. In a magnetic field the hoppings are complex and this argument fails: circulating equilibrium currents are then allowed, and they still obey the site law.

## One site of a graphene ribbon

The example is an armchair ribbon of 13 rows with $t=2.70$ eV, bond length 0.142 nm and $H_{ij}=-t$ between nearest neighbours. The channel is five cells, 2.13 nm, long, and continues at both ends into clean ribbon. One $p_z$ orbital is removed. This is the idealized limit of a carbon atom that has bound an adatom covalently and so has left the $\pi$ system. A real adatom keeps a finite coupling to its carbon atom, which can shift the currents below by several per cent or more, depending on the adatom. The temperature is 300 K, the bias 10 mV, and the Fermi level 0.500 eV above midgap, which is 0.143 eV above the conduction-band edge.

The missing orbital also leaves a bound state at midgap, where the contacts have no states, so the integral for $\rho$ does not contain it. With real hoppings its orbital is real, and it carries no bond flow. The valence band is practically full from both contacts and adds no flow either. The integral is therefore taken from the conduction-band edge upward.

With both spins, a bond carries $(2e^2/\hbar)\,2H_{ij}\,\mathrm{Im}\rho_{ji}$ when energies are in eV. The prefactor is $4.868\times10^5$ nA per eV. Take the site $i$ at $(1.207,\,0.615)$ nm. Its neighbour $a$ lies to the left in the same row, at $(1.065,\,0.615)$ nm. Neighbours $b$ and $c$ lie to the right, at $(1.278,\,0.492)$ and $(1.278,\,0.738)$ nm.

- From $a$: $4.868\times10^5\times2(-2.70)(-3.5125\times10^{-5})=92.3$ nA.
- From $b$: $4.868\times10^5\times2(-2.70)(-3.6173\times10^{-5})=95.1$ nA.
- From $c$: $4.868\times10^5\times2(-2.70)(7.1298\times10^{-5})=-187.4$ nA.

The sum is zero to rounding. Imaginary parts of a few times $10^{-5}$ suffice because the natural current unit is so large.

Of the 129 sites, 116 have no contact link. Over these, the largest net flow is $1.4\times10^{-15}$ of the total current. The flows through 19 cuts agree with the Landauer current to a relative $2.9\times10^{-15}$. These figures measure rounding in solving the model; they say nothing about the accuracy of the model for graphene.

The size of the total can be estimated by hand. The conductance unit $2e^2/h$ is the prefactor above divided by $2\pi$, or $7.748\times10^4$ nA/V. Multiplied by 0.010 V and by the transmission 0.8588 at the Fermi level, it gives 665 nA. The thermal average over the varying transmission gives 649 nA. The clean ribbon carries 773 nA, so the defect removes 16 % of the current.

## Why some bonds run backwards

The clean ribbon also has backward bonds: 36 of them carry more than 1 % of the total current. Reversed flow is therefore no proof of a defect. Kirchhoff's law explains it.

In a clean ribbon, a mode has the transverse profile $\phi_j=\sin(j\vartheta)$ on rows $j=1,\dots,13$, with $\vartheta=p\pi/14$. It vanishes at the fictitious rows 0 and 14 and satisfies

$$\phi_{j+1}+\phi_{j-1}=2\cos\vartheta\,\phi_j .$$

Each mode is thus a chain with alternating hoppings $t$ and $2t\cos\vartheta$, whose band edge is $t\,|1+2|\cos\vartheta||$ or $t\,|1-2|\cos\vartheta||$; the smaller of these is the lower edge. For $p=9$, $2\cos\vartheta=-0.868$ and the lower edge is $0.132\,t=0.357$ eV, the band edge found numerically.

The flow on a horizontal bond in row $j$ is proportional to $\phi_j^2$; call it $h\phi_j^2$. The flow to the right on a slanted bond between rows $j$ and $j\pm1$ is $s\,\phi_j\phi_{j\pm1}$. At the right end of a horizontal bond, inflow equals outflow:

$$h\phi_j^2=s\,\phi_j(\phi_{j+1}+\phi_{j-1})=2s\cos\vartheta\,\phi_j^2,\qquad s=\frac{h}{2\cos\vartheta}.$$

For net flow to the right, $h>0$. With $\cos\vartheta<0$, $s$ is negative. A slanted bond then runs backwards wherever $\phi_j$ and $\phi_{j+1}$ have the same sign. For $p=9$ this happens for the row pairs (2,3), (5,6), (8,9) and (11,12). Each pair has nine slanted bonds in five cells, which gives $4\times9=36$, the number found.

The example site is in row 6 and its neighbour $b$ in row 5, so their bond is one of the backward family. A vertical cut through horizontal bonds crosses every second row, and $\sum\phi_j^2=3.5$ over those rows. The clean mode would therefore send a fraction $|\phi_5\phi_6|/(0.868\times3.5)\approx0.09$ of the total backwards on this bond. With the defect the fraction is $95/649\approx0.15$, and this is the largest backward flow in the channel. The clean mode already has the backward sign on this bond. Scattering at the missing orbital keeps that sign here and increases the flow; for this part I have no equally short formula.

## Two ways to get the flow wrong

**Damping inside the channel.** Suppose $E$ is replaced by $E+i\eta$ in the channel, to smooth a spectrum. This adds $-i\eta$ to $\Sigma$ at every site, with no matching term in $\Sigma_{\rm in}$. The extra injection is $2\,\mathrm{Im}(-i\eta N_{ii})=-2\eta N_{ii}$, so at a site without contact link

$$\sum_j2\,\mathrm{Im}(H_{ij}N_{ji})=2\eta N_{ii}.$$

More electrons arrive than leave; the rest are absorbed. With $\eta=1$ meV at the Fermi energy and electrons entering from the left contact only, the absorbed flow summed over the channel is 1.4 % of the transmitted flow. When both contacts are filled, electrons from both are absorbed while their transmitted flows nearly cancel, so at small bias the loss is a larger fraction of the net current. At fixed $\eta$, a longer channel has more sites at which to lose electrons.

**Overlapping orbitals.** If the orbitals have an overlap matrix $S$ with unit diagonal, then $G=(ES-H-\Sigma)^{-1}$. Define $K=H-E(S-1)$, so that $ES-H=E-K$. The derivation of the balance repeats with $K$ in place of $H$, and the bond term at each energy becomes

$$2\,\mathrm{Im}\left[(H_{ij}-ES_{ij})N_{ji}\right].$$

For nearest-neighbour overlap $s_0=0.10$, the hopping $-t$ becomes $-(t+Es_0)$. Keeping $H_{ij}$ alone underestimates each bond flow by $Es_0/(t+Es_0)$, about 1.8 % near $E=0.5$ eV. The computed flow through a middle cut is low by the same 1.8 % relative to the transmission. At a given energy every bond is scaled by the same factor, so the sums at sites without contact link still vanish in this example. The site law alone would not reveal the error; the comparison with the transmission does.

## Beside a real ribbon device

The parameters are rough values for graphene, but the 2.13 nm channel is far shorter than that of usual transistors, and the contacts are ideal. The ratio of bias to current is 15 kΩ; a real metal contact adding another 15 kΩ in series would halve the current at the same bias. The sheet density, $2.8\times10^{13}$ cm$^{-2}$, is high for a gated device. In a plate-capacitor estimate with permittivity 20 it needs 2.5 MV/cm in the oxide, against a rough breakdown field of 4 MV/cm. The current per width, 0.44 mA/µm, is below a rough limit of 1 mA/µm for graphene.

Changes in the band model can matter more than the bias profile. With the Fermi level held at the same height above the band edge, edge bonds strengthened by 12 % raise the current by 11 %, second-neighbour hopping of 0.10 eV raises it by 5 %, and overlap of 0.10 lowers it by 1 %. The stronger edge bonds also lift the band edge by 0.072 eV. If the Fermi level were instead held at 0.500 eV from midgap, half of its height above the edge would be lost. A linear potential drop lowers the current by 0.7 % for this bias direction; since the defect breaks the left-right symmetry, the sign of this small change can differ when the bias is reversed.

As a crude stand-in for acoustic phonons, frozen random site energies of 0.34 eV rms were added. This value is a rough deformation potential of 15 eV times the strain given by classical equipartition, taken independently on every atom. Short-wavelength acoustic phonons in graphene have energies of order 0.1 to 0.2 eV, well above $k_BT=0.026$ eV, and are hardly excited at 300 K. The value therefore overstates the thermal disorder by a factor of a few, and the figures that follow show sensitivity to strong site disorder rather than the phonon-limited current. Four random patterns, each used with both signs, changed the current by $-5$ % on average with a spread of 16 %; these are too few to fix the mean. An electron at the Fermi level cannot emit an optical phonon of roughly 0.16 eV and stay in the conduction band, since it lies 0.143 eV above the edge. Electrons in the thermal tail have enough energy, but most of the final states are already filled, which strongly suppresses the emission. Many-body widening of the gap, relaxation and magnetism at the defect, and self-consistent charging are left out, and their effect on the 649 nA has not been estimated. The remaining figures are in the numerical output.

## Computed results

```
Fock-space continuity, largest error: 1.1e-08 (a.u.)
energy-phase test, largest error: 1.7e-10 (a.u.)
hopping t: 2.70 eV; bond length: 0.142 nm
ribbon: 13 rows, width 1.476 nm
channel: 5 cells, 2.13 nm, 129 sites
missing orbital at x, y: 0.994, 0.492 nm
temperature: 300 K; kT: 0.0259 eV; bias: 0.010 V
band edge: 0.3570 eV; Fermi level: 0.500 eV (from midgap)
transmission at Fermi level: 0.8588
total current: 648.85 nA
clean-ribbon current: 772.86 nA
coarse-grid change of current: 0.00 %
flow unit 2e^2/hbar: 486827.0 nA per eV
example site i at x, y: 1.207, 0.615 nm
 neighbour a at x, y: 1.065, 0.615 nm
  H_ij -2.70 eV; Im rho_ji -3.5125e-05
  electron flow into i: 92.338 nA
 neighbour b at x, y: 1.278, 0.492 nm
  H_ij -2.70 eV; Im rho_ji -3.6173e-05
  electron flow into i: 95.094 nA
 neighbour c at x, y: 1.278, 0.738 nm
  H_ij -2.70 eV; Im rho_ji 7.1298e-05
  electron flow into i: -187.432 nA
sum at example site: -1.3e-14 nA
sites without contact link: 116
largest site sum / total current: 1.4e-15
cuts tested: 19; largest relative error: 2.9e-15
largest bond current: 248.65 nA
backward bonds above 1 % of total: 39
largest backward bond current: 95.09 nA
backward bonds above 1 %, clean ribbon: 36
damping eta 1.0 meV: leak / transmitted = 1.40 %
overlap 0.10: plain formula off by -1.84 %
neglected effects (band-edge shift; current change):
 second-neighbour hopping 0.10 eV: -0.0253 eV; +4.6 %
 orbital overlap 0.10: +0.0048 eV; -0.8 %
 edge bonds 12 % stronger: +0.0720 eV; +10.7 %
 linear potential drop: current -0.70 %
 frozen phonons: rms strain 0.0228, rms energy 0.342 eV
  current -5.1 % mean, 15.8 % spread
 Fermi level above band edge: 0.143 eV
  (optical phonon, rough input: 0.16 eV)
 sheet density: 2.79e+13 cm^-2
 oxide field at permittivity 20: 2.52 MV/cm
  (breakdown, rough input: 4 MV/cm)
 current per width: 0.440 mA/um
  (graphene limit, rough input: 1 mA/um)
```
